# Helium conduction against radiation for a hot wafer near a cold plate

## Two fluxes from one face

A wafer at 1050 C with emissivity 0.7 radiates 12.2 W/cm² from one face. If a plate at 300 K lies 1 mm from that face and still helium at 760 Torr fills the gap, the gas conducts 30.3 W/cm², or 2.5 times as much. If the helium kept its room-temperature conductivity throughout the gap, the ratio would be 1.26. Half of the effect therefore comes from the rise of the conductivity with temperature.

These notes derive both fluxes and then treat conduction as an expansion in a small parameter $\delta$, the ratio of a wall-layer length to the gap width. The leading term is ordinary heat conduction with the gas at wall temperature on each side. The first correction comes from the layers next to the walls, where atoms have not yet collided often enough to share the wall's temperature.

The wafer and plate are flat, parallel and much wider than the gap $L$. Their temperatures are $T_h=1323.15$ K and $T_c=300$ K. The gas is at rest and transparent to the radiation. The comparison is with the radiation *emitted* by one face; the net exchange with the plate is a different quantity and is treated below. The algebra uses atomic units, $\hbar=m_e=e=1$, with temperature measured as an energy, so $k_B=1$. The example uses engineering units.

## The emitted flux

A photon gas at temperature $T$ has $\omega^2/(\pi^2c^3)$ modes per unit volume and frequency, counting two polarizations. Each holds the mean energy $\omega/(e^{\omega/T}-1)$. The energy density per unit frequency is therefore

$$u(\omega)=\frac{\omega^3}{\pi^2c^3\,(e^{\omega/T}-1)}.$$

The flux through a surface to one side is $c\,u$ times the average of $\cos\theta$ over that side, with all directions in the normalization:

$$\frac{1}{4\pi}\int_0^{2\pi}d\phi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\frac{1}{4\pi}\,2\pi\,\frac12=\frac14.$$

A black surface in equilibrium must emit what it absorbs, so its flux is $cu/4$ integrated over frequency. With $y=\omega/T$,

$$q_{\rm black}=\frac{T^4}{4\pi^2c^2}\int_0^\infty\frac{y^3}{e^y-1}\,dy.$$

Expanding $1/(e^y-1)=\sum_{m\ge1}e^{-my}$ and using $\int_0^\infty y^3e^{-my}dy=6/m^4$ gives $6\sum m^{-4}=6\pi^4/90=\pi^4/15$. Hence, with emissivity $\epsilon$,

$$q_{\rm rad}=\epsilon\,\sigma T_h^4,\qquad \sigma=\frac{\pi^2}{60c^2}.$$

Here $\epsilon$ is the total hemispherical emissivity, already averaged over frequency and angle. In SI units $\sigma=\pi^2k_B^4/(60\hbar^3c^2)$. At 1323.15 K the black flux is 17.38 W/cm², so

$$q_{\rm rad}=0.7\times17.38=12.17\ {\rm W/cm^2},$$

which is $7.6\times10^3$ eV/(Å² s).

## Why hot helium conducts better

Let $n_g$ be the number density, $v$ the mean speed and $Q$ the collision cross section. An atom travels about $\ell\sim1/(n_gQ)$ between collisions. It carries an energy excess of about $c_a\ell\,|dT/dx|$ down the gradient, where $c_a$ is the heat capacity per atom, a constant for helium atoms in their ground state. Multiplying by the particle flux, of order $n_gv$, gives

$$k\sim n_gv\,c_a\ell\sim\frac{c_av}{Q}.$$

The density has cancelled: a thinner gas has fewer carriers, but each travels farther. This needs $\ell\ll L$.

The speed contributes $T^{1/2}$. The cross section also changes, because faster atoms penetrate farther into each other's repulsion. Take the repulsion $V=C/r^\nu$ and relative energy $E$. A classical encounter with impact parameter $b$ has deflection

$$\chi=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-b^2/r^2-V(r)/E}},$$

where $r_0$ is the closest approach. Define $r_E=(C/E)^{1/\nu}$, the distance at which $V=E$, and put $r=r_E\rho$, $b=r_E\beta$. Then $V/E=\rho^{-\nu}$ and

$$\chi=\pi-2\beta\int_{\rho_0}^\infty\frac{d\rho}{\rho^2\sqrt{1-\beta^2/\rho^2-\rho^{-\nu}}}.$$

Energy no longer appears except through $\beta$. A transport cross section is an integral of a function of $\chi$ over $2\pi b\,db=2\pi r_E^2\beta\,d\beta$, so it is proportional to $r_E^2\propto E^{-2/\nu}$. Thermal averaging replaces $E$ by $T$ apart from a constant, and

$$k\propto T^{1/2+2/\nu}.$$

For $\nu=10$ the exponent is 0.7; for the softer repulsion $\nu=6$ it is 0.83. I use

$$k(T)=k_0\left(\frac{T}{T_0}\right)^s,\qquad k_0=0.15\ {\rm W/(m\,K)},\quad T_0=300\ {\rm K},\quad s=0.7.$$

Both $k_0$ and $s$ are rough typical values for helium. Kinetic theory with a realistic helium pair potential gives a conductivity about 4% higher, near 0.156 W/(m K) at 300 K and 0.44 W/(m K) at the wafer temperature, which would raise the conducted flux by about 4% and the flux ratio from 2.5 to about 2.6. The argument explains why a power above one half is reasonable; it does not assert that the true interaction is $r^{-10}$. At the wafer temperature the law gives 0.424 W/(m K), almost three times the value at the plate.

## Leading order: conduction between fixed temperatures

Let $x$ run from the wafer to the plate. In a steady state no energy accumulates in any slice of gas, so the flux $q=-k(T)\,dT/dx$ is the same at each $x$. Integrating across the gap, with the minus sign absorbed by exchanging the limits,

$$q_0L=\int_{T_c}^{T_h}k(T)\,dT\equiv I,$$

$$q_0=\frac{k_0T_0}{(1+s)L}\left[\left(\frac{T_h}{T_0}\right)^{1+s}-\left(\frac{T_c}{T_0}\right)^{1+s}\right].$$

Since $T_c=T_0$, the second bracketed term is 1 and

$$I=\frac{0.15\times300}{1.7}\left[\left(\frac{1323.15}{300}\right)^{1.7}-1\right]=303.4\ {\rm W/m}=3.034\ {\rm W/cm}.$$

Dividing by $L=0.1$ cm gives $q_0=30.34$ W/cm², or $1.9\times10^4$ eV/(Å² s). The leading ratio is

$$R_0=\frac{q_0}{q_{\rm rad}}=\frac{30.34}{12.17}=2.49.$$

Stopping the same integral at position $x$ shows that $T^{1+s}$ falls linearly across the gap. At the middle,

$$T_{\rm mid}=\left[\tfrac12\left(T_h^{1.7}+T_c^{1.7}\right)\right]^{1/1.7}=921\ {\rm K}.$$

This exceeds the mean wall temperature, $T_m=812$ K, because the hot gas conducts better and needs a smaller gradient to carry the same flux.

A quick estimate uses $k(T_m)$ throughout. Its error follows from expanding $k$ about $T_m$, with $\Delta=T_h-T_c$. The linear term integrates to zero by symmetry, and the quadratic one gives

$$I=k(T_m)\Delta\left[1+\frac{s(s-1)}{24}\left(\frac{\Delta}{T_m}\right)^2+\cdots\right].$$

The correction is $-(0.21/24)(1023/812)^2=-0.014$. The estimate gives a ratio of 2.53, and the full integral lies 1.5% below it, close to this prediction.

## First correction: the layers at the walls

Within a few mean free paths of a wall, the atoms moving towards it and those leaving it have different histories. The conduction profile, extrapolated to the wall, then gives a gas temperature $T_g$ different from the wall temperature $T_w$. The size of this jump follows from an energy balance.

Let $J$ be the number of atoms striking unit area in unit time. For a Maxwell distribution and atomic mass $M$,

$$J=n_g\sqrt{\frac{M}{2\pi T}}\int_0^\infty v_ze^{-Mv_z^2/2T}dv_z=n_g\sqrt{\frac{T}{2\pi M}}=\frac{n_gv}{4},$$

because $v=\sqrt{8T/\pi M}$. With the pressure $P=n_gT$, this is $J=Pv/(4T)$.

Atoms that strike the wall are weighted by $v_z$. Setting $w=Mv_z^2/2$ turns $v_ze^{-Mv_z^2/2T}dv_z$ into a constant times $e^{-w/T}dw$, whose mean $w$ is $T$. The two sideways motions add $T/2$ each, so the mean energy per impact is $2T$.

At the hot wall let $E_{\rm in}$ and $E_{\rm out}$ be the energy fluxes towards and away from the wall. The flux into the gas is $q=E_{\rm out}-E_{\rm in}$. If the atoms left with the wall's temperature, they would carry $2JT_w$. The accommodation coefficient $a$ is the fraction of that change which is achieved:

$$E_{\rm out}-E_{\rm in}=a\,(2JT_w-E_{\rm in}).$$

The incoming atoms come from colder gas, so they carry less than $2JT_g$. Maxwell's approximation assigns half of the conducted flux to this deficit, $E_{\rm in}=2JT_g-q/2$. Substitution gives

$$q=a\left[2J(T_w-T_g)+\frac q2\right],$$

$$q\left(1-\frac a2\right)=2aJ(T_w-T_g).$$

Dividing by $1-a/2$ and inserting $J$,

$$q=H(T_w-T_g),\qquad H=\frac{2a}{2-a}\,\frac{Pv}{2T_w}.$$

At the cold wall both differences change sign and the same $H$ formula holds. The use of $T_w$ in $J$ changes $q$ at second order in the jump. The division into halves is an approximation that affects the coefficient of the first correction itself.

The length $g=k/H$ measures the layer. Since $k\sim n_gv\ell$ and $H\sim n_gv\,a/(2-a)$, it is of order $\ell(2-a)/a$: a mean free path, lengthened when atoms must strike the wall several times to exchange their energy. A linear kinetic equation with a single relaxation time gives a $g$ about 7% larger at $a=0.4$ and 18% larger at $a=1$, which shows the size of the error in Maxwell's approximation.

The gas now spans the range from $T_c+q/H_c$ to $T_h-q/H_h$. Each end removes a thin strip from the conduction integral:

$$qL=I-k(T_h)\frac{q}{H_h}-k(T_c)\frac{q}{H_c}+O(\delta^2)I=I-q(g_h+g_c)+O(\delta^2)I.$$

With $\delta=(g_h+g_c)/L$ and $I=q_0L$, moving the strip terms to the left gives

$$q=\frac{q_0}{1+\delta}+O(\delta^2)q_0=q_0(1-\delta)+O(\delta^2)q_0.$$

The form with the denominator has a simple meaning, since the wall layers act as added gas thickness. Its second-order part is incomplete, because the strips have curvature that was dropped.

For the rough value $a=0.4$ at 760 Torr, $g_h=8.37$ µm and $g_c=1.41$ µm. The hot layer is thicker because $g\propto kT/(Pv)\propto T^{s+1/2}/P$. Thus

$$\delta=\frac{8.37+1.41}{1000}=0.0098.$$

Solving the balance with both jumps kept in the conduction integral, by bracketing its root in $q$, gives a reduction of 0.97%. The ratio becomes 2.47. The temperature jumps themselves are $q_0g/k$: about 6 K at the wafer and 3 K at the plate.

Between $a=0.1$ and $a=1$ the uncertainty in $a$ matters little here. Full accommodation changes $(2-a)/a$ from 4 to 1 and reduces $\delta$ to about 0.0024. With $a=0.1$ the factor is 19, $\delta$ is about 0.046, and the ratio is still near 2.4. A much smaller value does matter: at $a=0.02$, $\delta$ is about 0.24 and the ratio falls to 2.0.

## Low pressure and the opposite limit

At leading order the conducted flux does not depend on pressure, but $\delta$ varies as $1/P$. The added-thickness form reaches a ratio of 2 when $1+\delta=2.494/2$, or $\delta=0.247$. Scaling from 760 Torr,

$$P=760\times\frac{0.0098}{0.247}\approx30\ {\rm Torr}.$$

The root of the full jump balance lies at 29.5 Torr. Using $1-\delta$ instead would require $\delta=0.198$ and give about 38 Torr, so the strict first-order expansion has become a poor guide. These pressures belong to the jump model with $a=0.4$.

When the mean free path far exceeds the gap, atoms cross without colliding and the jump expansion no longer applies. Let $E_+$ and $E_-$ be the energy fluxes leaving the hot and cold walls. The same number flux $J$ travels both ways, and

$$E_+=(1-a)E_-+2aJT_h,\qquad E_-=(1-a)E_++2aJT_c.$$

Subtracting, with $q=E_+-E_-$,

$$q=-(1-a)q+2aJ(T_h-T_c),$$

$$q=\frac{2a}{2-a}J(T_h-T_c).$$

This flux is proportional to density and independent of $L$, the reverse of the conduction result. For a small temperature difference, two equal wall conductances $H$ in series give the same expression, since $H/2=2aJ/(2-a)$. The jump formula then agrees with both limits; between them it is an interpolation, not an exact result. The collisionless agreement also survives a large difference if each wall thermalizes the fraction $a$ of the atoms and reflects the rest specularly, and if $P$ means the normal force per area on the walls. Then $P=J\sqrt{\pi M/2}\,(\sqrt{T_h}+\sqrt{T_c})$, and $(T_h-T_c)/(1/H_h+1/H_c)$, with each $H$ at its wall temperature, equals the flux above.

## How far the factor of two to three extends

At leading order $R_0\propto1/L$. With all else fixed, the ratio is 3 at 0.83 mm and 2 at 1.25 mm. The statement is thus tied to the 1 mm gap.

It is also tied to the wafer temperature. Differentiating the logarithms of the fluxes gives

$$\frac{d\ln R_0}{d\ln T_h}=\frac{1+s}{1-(T_c/T_h)^{1+s}}-4.$$

For $T_h\gg T_c$ this approaches $-2.3$. It stays negative while $(T_c/T_h)^{1.7}<0.575$, which holds throughout a cooling from 1050 C to 800 C. At 800 C the ratio is 3.9. Helium gains in relative importance as the wafer cools, although both fluxes fall.

The inputs leave some room. For $k_0$ from 0.145 to 0.155 W/(m K), $s$ from 0.65 to 0.75 and plate temperatures from 300 to 350 K, the leading ratio runs from 2.2 to 2.7. Real helium lies at the upper end of this range of $k_0$. A plate at 350 K, with the central helium values, lowers it to 2.43.

## Net exchange with the plate

The plate also emits, and it may reflect wafer radiation back. Let both surfaces be gray and diffuse, with plate emissivity $\epsilon_p$. Of the wafer's emission, the plate absorbs the fraction $\epsilon_p$ at the first encounter. Each later round trip multiplies the ray by $(1-\epsilon_p)(1-\epsilon)$. The geometric sum is

$$S=\frac{1}{1-(1-\epsilon_p)(1-\epsilon)}=\frac{1}{\epsilon+\epsilon_p-\epsilon\epsilon_p}.$$

The same sum applies to plate emission absorbed by the wafer, so

$$q_{\rm net}=\epsilon\epsilon_pS\,\sigma(T_h^4-T_c^4)=\frac{\sigma(T_h^4-T_c^4)}{1/\epsilon+1/\epsilon_p-1}.$$

A black plate gives 12.13 W/cm², close to the emitted flux. A reflecting plate with the rough value $\epsilon_p=0.2$ gives 3.19 W/cm², and conduction is then 9.5 times the net radiation.

## The spike anneal

The numbers describe a silicon wafer near the peak of a spike anneal. I take a thickness of 0.775 mm, a radius of 150 mm and a rough hot-silicon heat capacity of 2.2 J/(cm³ K). The heat capacity per area is $2.2\times0.0775=0.1705$ J/(cm² K). With the lamps off and both faces radiating to cold black surroundings, the initial cooling rates are

$$\frac{2\times12.17}{0.1705}=143\ {\rm K/s},\qquad \frac{2\times12.17+30.34}{0.1705}=321\ {\rm K/s},$$

without and with helium conduction from one face. Helium thus raises the total rate by a factor of 2.2. If the plate has $\epsilon_p=0.2$, its face loses 3.19 instead of 12.17 W/cm² by radiation, and the rates become 90 and 268 K/s.

The steady gas profile is adequate during this cooling. At constant pressure the heat capacity per volume is $5P/(2T)$, and dividing $k$ by it gives the diffusivity $D$. At $T_m$ the time $L^2/D$ is 1.0 ms, in which the wafer cools by 0.33 K.

Buoyancy is weak at this gap. A driving acceleration $g_{\rm grav}\Delta/T_m$ and viscosity $\eta=2D/3$ (kinematic, for a monatomic gas) give a channel speed $U=g_{\rm grav}\Delta L^2/(8\eta T_m)$. The ratio of flow to diffusion, $UL/D$, is 0.0025 with properties at $T_m$. Using plate-temperature values for the gas multiplies it by $(812/300)^{4.4}\approx80$, to about 0.2. The ratio grows as $L^3$, so the neglect of flow cannot be carried over to wide gaps.

Inside the silicon, suppose the whole flux from the plate-side face crossed the full thickness. With a rough conductivity of 25 W/(m K), the temperature drop would be 13 K. This is an upper estimate: the cooling wafer gives up heat throughout its thickness, and the difference between its faces is then only 4 to 5 K with a black plate, and about 3 K with the reflecting one. The ratio $R$ refers to the surface temperature, so this drop affects the cooling calculation rather than the comparison of fluxes. An edge strip one gap wide covers $2L/150\ {\rm mm}=1.3\%$ of the area.

The chosen peak temperature and wafer dimensions are typical of spike annealing. The gap and the cold plate are the demanding assumptions: a chamber with a wider gap loses much of the conduction. At 5 mm, with still gas, the ratio would be $2.49/5=0.50$; gas driven through the chamber could change this value. Surface films can change the emissivity; at $\epsilon=0.5$ and 1 mm, the ratio would be $2.49\times0.7/0.5=3.5$. The plate must also remove the heat it receives, about 42 W/cm² if it is black, or its temperature will rise. For the stated gap, pressure, emissivity and plate temperature, two to three is a sound estimate of conduction relative to one-face emission.
